# Why longer precursor pulses can shorten nucleation delay in atomic layer deposition: a program that tests the result

```python
"""
Nucleation delay in atomic layer deposition with slow substrate activation.

Result under test, for independent columns:
    delay = 1/(1 - exp(-k_sub*t)) - 1/(1 - exp(-k_film*t))
delay  : cycle-axis intercept of the late straight line of thickness vs cycles
t      : precursor pulse length (s)
k_sub  : rate at which the precursor activates a bare substrate site (1/s)
k_film : rate at which the precursor reacts with an open film site (1/s)
The co-reactant reopens the whole film after every pulse.  Thickness is counted
in layers, one layer being the saturated growth per cycle.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def delay_formula(k_sub, k_film, t):
    return -1 / np.expm1(-k_sub * t) + 1 / np.expm1(-k_film * t)


def simulate_delay(k_sub, k_film, t, water_activation=0.0, cycles=1500):
    """Integrate the pulse kinetics, iterate cycles, return intercept and slope."""
    # populations: bare substrate, open film site, film site holding precursor
    rates = np.array([[-k_sub, 0, 0], [0, -k_film, 0], [k_sub, k_film, 0]])
    solution = solve_ivp(lambda _, y: (rates @ y.reshape(3, 3)).ravel(),
                         (0, t), np.eye(3).ravel(), method="DOP853",
                         rtol=1e-11, atol=1e-13)
    pulse = solution.y[:, -1].reshape(3, 3)
    state = np.array([1.0, 0.0, 0.0])
    thickness = 0.0
    growth = 0.0
    for _ in range(cycles):
        bare, still_open, filled = pulse @ state
        growth = filled
        thickness += growth
        newly_active = water_activation * bare
        state = np.array([bare - newly_active,
                          still_open + filled + newly_active, 0.0])
    return cycles - thickness / growth, growth


def island_statistics(kappa, cycles, distances):
    """Bare fraction and mean layers; distances are in growth-per-cycle units."""
    layer = np.arange(1, cycles + 1)
    reach = np.sqrt((layer[:, None] - 1.0) ** 2 + distances[None, :] ** 2)
    chances = np.clip(np.floor(cycles - reach), 0, None).sum(axis=1)
    below = np.exp(-kappa * chances)
    return below[0], np.sum(1 - below)


def random_islands(kappa, spacing, cycles, size, rng):
    """Random activation of bare sites only, followed by isotropic spreading."""
    offset = np.minimum(np.arange(size), size - np.arange(size))
    distance = spacing * np.hypot(offset[:, None], offset[None, :])
    tiled = np.tile(distance, (2, 2))
    arrival = np.full((size, size), np.inf)
    height = np.zeros((size, size))
    bare_history = []
    for cycle in range(1, cycles + 1):
        available = arrival > cycle - 1
        hits = available & (rng.random((size, size)) < -np.expm1(-kappa))
        age = cycles - cycle
        for row, col in np.argwhere(hits):
            d = tiled[size - row:2 * size - row, size - col:2 * size - col]
            np.minimum(arrival, cycle + d, out=arrival)
            cap = np.floor(1 + np.sqrt(np.maximum(age ** 2 - d ** 2, 0)))
            np.maximum(height, np.where(d <= age, cap, 0), out=height)
        bare_history.append(np.mean(arrival > cycle))
    return np.array(bare_history), height.mean()


# ---------------- example inputs: rough values, Al2O3 on H-terminated Si -------
temperature = 573.0            # K
pressure_torr = 0.1            # Torr
molar_mass_precursor = 72.09   # g/mol, trimethylaluminium
molar_mass_film = 101.96       # g/mol, Al2O3
film_density = 3.0             # g/cm3
growth_nm = 0.1                # nm per cycle at saturation
prob_film = 2e-3               # reaction probability on an open film site
prob_sub = 1e-5                # reaction probability on a bare substrate site
pulses = np.array([0.1, 0.2, 0.5, 1.0])   # s
short, long = pulses[0], pulses[-1]

thermal = const.k * temperature
mass = molar_mass_precursor * 1e-3 / const.N_A
pressure = pressure_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * thermal)      # 1/(m2 s)
site_density = (2 * film_density * 1e3 * growth_nm * 1e-9
                / (molar_mass_film * 1e-3) * const.N_A)   # Al atoms per m2
k_film = prob_film * flux / site_density
k_sub = prob_sub * flux / site_density
spacing_nm = 1e9 / np.sqrt(site_density)

# ---------------- test: gas flux from the Maxwell velocity distribution --------
speed = np.sqrt(thermal / mass)
mean_toward = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
                   0, 12)[0] * speed
assert abs(pressure / thermal * mean_toward / flux - 1) < 1e-8

# ---------------- test: delay and slope from integrated kinetics --------------
cases = [(k_sub, k_film, short), (k_sub, k_film, long),
         (0.5, 20.0, 0.1), (30.0, 20.0, 0.1)]
largest_error = 0.0
for ks, kf, t in cases:
    simulated, slope = simulate_delay(ks, kf, t)
    largest_error = max(largest_error, abs(simulated - delay_formula(ks, kf, t)))
    assert abs(slope + np.expm1(-kf * t)) < 1e-8
assert largest_error < 1e-5
enhanced = simulate_delay(30.0, 20.0, 0.1)[0]
assert enhanced < 0            # substrate faster than film: no delay

# ---------------- test: delay always falls with pulse length ------------------
for ks, kf in [(k_sub, k_film), (2.0, 5.0)]:
    scan = [simulate_delay(ks, kf, t)[0] for t in np.geomspace(0.05, 2, 8)]
    assert np.all(np.diff(scan) < 0)

# ---------------- test: nearly fixed precursor-on time -------------------------
sim_short, slope_short = simulate_delay(k_sub, k_film, short)
sim_long, slope_long = simulate_delay(k_sub, k_film, long)
assert abs((sim_short * short + short / 2) * k_sub - 1) < 1e-3

# ---------------- controls: cases in which a longer pulse does not help --------
water_only = [simulate_delay(0.0, k_film, t, 0.05)[0] for t in (short, long)]
assert max(abs(d - 1 / 0.05) for d in water_only) < 1e-5
fast_sub = [simulate_delay(60.0, k_film, t)[0] for t in (short, long)]
assert abs(fast_sub[0] - fast_sub[1]) < 0.01

# ---------------- test: spreading islands against random simulation -----------
step = spacing_nm / growth_nm
index = np.arange(-16, 17)
distances = step * np.hypot(index[:, None], index[None, :]).ravel()
own_site = np.array([0.0])
rng = np.random.default_rng(7)
runs = [random_islands(0.05, step, 20, 60, rng) for _ in range(20)]
bare_random = np.mean([r[0] for r in runs], axis=0)
layers_random = np.mean([r[1] for r in runs])
for n in (5, 10, 15):          # tolerance covers the sampling noise
    assert abs(bare_random[n - 1]
               - island_statistics(0.05, n, distances)[0]) < 0.02
layers_theory = island_statistics(0.05, 20, distances)[1]
layers_columns = island_statistics(0.05, 20, own_site)[1]
assert abs(layers_random - layers_theory) < 0.25
assert layers_theory - layers_columns > 0.5   # the test can tell them apart

# ---------------- sizes of neglected effects ----------------------------------
cycle_numbers = np.arange(1, 81)


def growth_curve(t, dist):
    data = np.array([island_statistics(k_sub * t, n, dist)
                     for n in cycle_numbers])
    return data[:, 0], data[:, 1]


def extra_cycles(layers, target_nm):
    wanted = target_nm / growth_nm
    assert layers[0] < wanted < layers[-1]
    return np.interp(wanted, layers, cycle_numbers) - wanted


spread = {t: growth_curve(t, distances) for t in (short, long)}
column = {t: growth_curve(t, own_site) for t in (short, long)}
bare_time = {t: spread[t][0].sum() for t in (short, long)}
assert spread[short][0][-1] < 1e-6 and bare_time[long] < bare_time[short]

barrier_spread = 0.05          # eV, standard deviation about the same median
thermal_ev = thermal / const.e
z = np.linspace(-8, 8, 4001)
weight = np.exp(-z * z / 2)
weight /= weight.sum()
varied_rates = k_sub * np.exp(-barrier_spread / thermal_ev * z)
varied = [np.sum(weight * delay_formula(varied_rates, k_film, t))
          for t in (short, long)]
tail = 0.05                    # s, exponential pressure decay after the pulse
tailed = [delay_formula(k_sub, k_film, t + tail) for t in (short, long)]
water_weak = 0.01              # activation probability per water step
watered = [simulate_delay(k_sub, k_film, t, water_weak)[0]
           for t in (short, long)]
for pair in (varied, tailed, watered):
    assert pair[1] < pair[0]

# ---------------- printed numbers ---------------------------------------------
print(f"temperature {temperature:.0f} K, thermal energy {thermal_ev:.4f} eV")
print(f"precursor pressure {pressure_torr} Torr, molar mass "
      f"{molar_mass_precursor} g/mol")
print(f"film density {film_density} g/cm3, molar mass {molar_mass_film} g/mol")
print(f"saturated growth per cycle {growth_nm} nm")
print(f"reaction probability: film {prob_film:.0e}, substrate {prob_sub:.0e}")
print(f"gas flux {flux * 1e-4:.3e} per cm2 per s")
print(f"site density {site_density * 1e-4:.3e} per cm2, "
      f"spacing {spacing_nm:.3f} nm")
print(f"k_film {k_film:.2f} 1/s, k_sub {k_sub:.4f} 1/s")
print(f"time constants: film {1 / k_film:.4f} s, substrate {1 / k_sub:.3f} s")
print(f"barrier difference for equal prefactors "
      f"{thermal_ev * np.log(k_film / k_sub):.3f} eV")
for t in pulses:
    d = delay_formula(k_sub, k_film, t)
    print(f"pulse {t:.1f} s: growth {-growth_nm * np.expm1(-k_film * t):.6f} nm"
          f"/cycle, activated {-100 * np.expm1(-k_sub * t):.2f} %/pulse, "
          f"delay {d:.2f} cycles, on-time {d * t:.3f} s")
print(f"weak-activation estimate at {short} s: "
      f"{1 / (k_sub * short) - 0.5:.2f} cycles")
print(f"simulated delay: {sim_short:.2f} cycles at {short} s, "
      f"{sim_long:.2f} cycles at {long} s")
print(f"ratio of delays, short to long pulse: {sim_short / sim_long:.2f}")
print(f"rise of growth per cycle, short to long pulse: "
      f"{100 * (slope_long / slope_short - 1):.4f} %")
print(f"largest formula-simulation difference {largest_error:.1e} cycles")
print(f"substrate faster than film (30 and 20 1/s, 0.1 s): "
      f"delay {enhanced:.3f} cycles")
print(f"control, water alone activates 5 %/cycle: delay "
      f"{water_only[0]:.2f} and {water_only[1]:.2f} cycles")
print(f"control, k_sub = 60 1/s: delay {fast_sub[0]:.4f} and "
      f"{fast_sub[1]:.4f} cycles")
print(f"spreading test, 20 cycles, k_sub*t = 0.05: random "
      f"{layers_random:.2f}, theory {layers_theory:.2f}, "
      f"no spreading {layers_columns:.2f} layers")
print("neglected effects, short pulse then long pulse:")
print(f"  mean bare time with spreading: {bare_time[short]:.2f}, "
      f"{bare_time[long]:.2f} cycles")
for target in (1.0, 5.0):
    a, b = [extra_cycles(column[t][1], target) for t in (short, long)]
    c, d = [extra_cycles(spread[t][1], target) for t in (short, long)]
    assert d < c < a and d < b < a
    print(f"  extra cycles to {target:.0f} nm: columns {a:.2f}, {b:.2f}; "
          f"with spreading {c:.2f}, {d:.2f}")
print(f"  barrier spread {barrier_spread} eV: delay {varied[0]:.2f}, "
      f"{varied[1]:.2f} cycles")
print(f"  pressure tail {tail} s: delay {tailed[0]:.2f}, {tailed[1]:.2f} cycles")
print(f"  water activates {100 * water_weak:.0f} %/cycle: delay "
      f"{watered[0]:.2f}, {watered[1]:.2f} cycles")
print("done: every assertion held")
```

Output:

```
temperature 573 K, thermal energy 0.0494 eV
precursor pressure 0.1 Torr, molar mass 72.09 g/mol
film density 3.0 g/cm3, molar mass 101.96 g/mol
saturated growth per cycle 0.1 nm
reaction probability: film 2e-03, substrate 1e-05
gas flux 1.728e+19 per cm2 per s
site density 3.544e+14 per cm2, spacing 0.531 nm
k_film 97.54 1/s, k_sub 0.4877 1/s
time constants: film 0.0103 s, substrate 2.050 s
barrier difference for equal prefactors 0.262 eV
pulse 0.1 s: growth 0.099994 nm/cycle, activated 4.76 %/pulse, delay 20.01 cycles, on-time 2.001 s
pulse 0.2 s: growth 0.100000 nm/cycle, activated 9.29 %/pulse, delay 9.76 cycles, on-time 1.952 s
pulse 0.5 s: growth 0.100000 nm/cycle, activated 21.64 %/pulse, delay 3.62 cycles, on-time 1.811 s
pulse 1.0 s: growth 0.100000 nm/cycle, activated 38.60 %/pulse, delay 1.59 cycles, on-time 1.591 s
weak-activation estimate at 0.1 s: 20.00 cycles
simulated delay: 20.01 cycles at 0.1 s, 1.59 cycles at 1.0 s
ratio of delays, short to long pulse: 12.58
rise of growth per cycle, short to long pulse: 0.0058 %
largest formula-simulation difference 3.8e-10 cycles
substrate faster than film (30 and 20 1/s, 0.1 s): delay -0.104 cycles
control, water alone activates 5 %/cycle: delay 20.00 and 20.00 cycles
control, k_sub = 60 1/s: delay 0.0024 and 0.0000 cycles
spreading test, 20 cycles, k_sub*t = 0.05: random 17.27, theory 17.27, no spreading 7.67 layers
neglected effects, short pulse then long pulse:
  mean bare time with spreading: 6.83, 1.51 cycles
  extra cycles to 1 nm: columns 13.71, 1.59; with spreading 3.89, 1.03
  extra cycles to 5 nm: columns 19.33, 1.59; with spreading 1.83, 0.62
  barrier spread 0.05 eV: delay 33.74, 2.99 cycles
  pressure tail 0.05 s: delay 13.18, 1.50 cycles
  water activates 1 %/cycle: delay 16.67, 1.57 cycles
done: every assertion held
```
